# Why Compensation Lowers Electron Mobility at Fixed Electron Density

Two samples of a model semiconductor each contain $2\times10^{16}$ conduction electrons per cm³ at 300 K. Their band mass, permittivity and lattice vibrations are the same. Yet the electron mobility is about 2300 cm²/(V s) in sample A and 1530 cm²/(V s) in sample B. What differs is the number of charged dopants behind the same electron density.

## The same difference, a different sum

Let $N_D$ and $N_A$ be the densities of ionized donors, each with charge $+e$, and ionized acceptors, each with charge $-e$, where $e>0$. Holes are negligible. Neutrality requires

$$n+N_A=N_D,\qquad\text{so}\qquad n=N_D-N_A .$$

An acceptor takes up an electron that a donor has released. To keep $n$ fixed, every added acceptor must be accompanied by an added donor. The total density of charged scatterers is therefore

$$N_I=N_D+N_A=(n+N_A)+N_A=n+2N_A .$$

Sample A has no acceptors, so its $N_I$ is $2\times10^{16}$ cm⁻³. Sample B has $N_A=4\times10^{16}$ and $N_D=6\times10^{16}$ cm⁻³, so its $N_I$ is $10^{17}$ cm⁻³, five times as large. It remains to show that opposite charges do not undo each other's scattering.

## The field of one ion

Mobile electrons screen each ion. Let $\phi$ be the electrostatic potential and let $Z=+1$ for a donor, $-1$ for an acceptor. An electron has potential energy $U=-e\phi$. For non-degenerate electrons and a weak potential,

$$\delta n=n\left(e^{e\phi/kT}-1\right)\approx \frac{ne\phi}{kT}.$$

The charge density is $Ze\,\delta(\mathbf r)-e\,\delta n$, so Poisson's equation gives

$$\nabla^2\phi-\frac{\phi}{L^2}=-\frac{Ze}{\epsilon}\delta(\mathbf r),\qquad \frac1{L^2}=\frac{e^2n}{\epsilon kT}.$$

The dopants are immobile and their charges are taken as fixed, so they do not contribute to this response. Equal $n$ and $T$ then give equal screening lengths, here 29.3 nm. Fermi statistics changes the density response by less than 1%, so the non-degenerate form is adequate.

In a Fourier transform $\nabla^2$ becomes $-q^2$. Solving for $\phi_q$ and multiplying by $-e$ gives

$$U_q=Zu_q,\qquad u_q=-\frac{e^2}{\epsilon(q^2+L^{-2})}.$$

A donor attracts the electron and an acceptor repels it. In the Born approximation, which is the lowest order in the potential, the scattering probability contains $|U_q|^2$, and $Z^2=1$ for both.

## Why opposite charges do not cancel

For $N$ ions at positions $\mathbf R_j$, the amplitude for momentum change $\hbar\mathbf q$ is proportional to $u_q\sum_j Z_je^{-i\mathbf q\cdot\mathbf R_j}$. Its square contains

$$\left|\sum_j Z_je^{-i\mathbf q\cdot\mathbf R_j}\right|^2
=N+\sum_{i\ne j}Z_iZ_je^{-i\mathbf q\cdot(\mathbf R_i-\mathbf R_j)} .$$

The terms with $i=j$ give $N$ because $Z_j^2=1$. If the positions are random and independent, the phases in the other terms average to zero for $q\ne0$. Scattering with $q=0$ does not change the momentum and causes no resistance. What counts is the number of ions, not their net charge. A numerical average for 60 donors and 40 acceptors gives 99.3, close to the expected 100.

## From scattering to a relaxation time

An elastic deflection by angle $\theta$ leaves, after averaging around the original direction, a fraction $\cos\theta$ of the forward momentum. The lost fraction is $t=1-\cos\theta$. With volume $V$ and $N/V=N_I$, the golden rule gives

$$\frac1{\tau_I}=\frac{2\pi N_I}{\hbar}\int\frac{d^3k'}{(2\pi)^3}|u_q|^2\,t\,\delta(E-E').$$

One factor $1/V$ from the squared matrix element has cancelled the $V$ in the sum over final states; the other has turned $N$ into $N_I$. For $E=\hbar^2k^2/2m$, the radial integral is $\int k'^2dk'\,\delta(E-E')=mk/\hbar^2$, and the azimuthal angle gives $2\pi$. Since $q^2=2k^2t$,

$$\frac1{\tau_I}=\frac{N_Imke^4}{2\pi\hbar^3\epsilon^2}
\int_0^2\frac{t\,dt}{(2k^2t+L^{-2})^2}.$$

Put $s=1+2k^2L^2t$ and $b=4k^2L^2$. Then $t=(s-1)/(2k^2L^2)$, $dt=ds/(2k^2L^2)$, and the denominator is $s^2/L^4$. The integral becomes

$$\frac1{4k^4}\int_1^{1+b}\left(\frac1s-\frac1{s^2}\right)ds
=\frac{G(b)}{4k^4},\qquad
G(b)=\ln(1+b)-\frac b{1+b}.$$

Finally, $\hbar^3k^3=(2mE)^{3/2}$ gives

$$\frac1{\tau_I}=\frac{N_Ie^4G(b)}{16\pi\sqrt{2m}\,\epsilon^2E^{3/2}} .$$

Both samples have the same $b$ at a given energy, because they have the same $L$. In this model their impurity scattering rates therefore differ by the factor $N_{I,B}/N_{I,A}=5$ at every energy. For $b\gg1$, which holds for nearly all electrons here, $G$ varies slowly and the rate falls with energy: slower electrons are scattered more strongly by the ions.

## From relaxation time to mobility

Apply an electric field $F$ along $x$, so that the force is $-eF$. Write the distribution as $f_0+f_1$, where $f_0\propto e^{-E/kT}$. To first order in $F$, the steady Boltzmann equation is

$$-\frac{eF}{\hbar}\frac{\partial f_0}{\partial k_x}=-\frac{f_1}{\tau}.$$

Since $\partial f_0/\partial k_x=\hbar v_x\,\partial f_0/\partial E=-\hbar v_xf_0/kT$, this gives $f_1=-eF\tau v_xf_0/kT$. The mean velocity is $-(eF/kT)\langle v_x^2\tau\rangle_0$, where the subscript denotes an equilibrium average. Mobility is its magnitude divided by $F$.

Averaged over directions, $v_x^2=2E/3m$. Let $x=E/kT$ from here on. The equilibrium energy distribution is $(2/\sqrt\pi)\sqrt x\,e^{-x}dx$, and hence

$$\mu=\frac em\langle\tau\rangle,\qquad
\langle\tau\rangle=\frac4{3\sqrt\pi}\int_0^\infty\tau(x)x^{3/2}e^{-x}dx .$$

Lattice and impurity scattering are taken as independent, so their rates add at each energy: $1/\tau=1/\tau_L+1/\tau_I$. For acoustic phonons the model uses $1/\tau_L\propto\sqrt x$, following the density of final states. Its strength is set so that the lattice alone would give 3000 cm²/(V s).

Now let $r_L$ and $r_I$ be the two rates in sample A, and let $\lambda=N_{I,B}/N_{I,A}>1$. Then

$$r_L+r_I<r_L+\lambda r_I<\lambda(r_L+r_I).$$

Taking reciprocals gives $\tau_A/\lambda<\tau_B<\tau_A$ at every energy. The weight in the average is positive, so

$$\frac n{n+2N_A}<\frac{\mu_B}{\mu_A}<1 .$$

If impurities dominate, $r_L$ can be dropped and the ratio approaches the lower limit, here 0.2. If the lattice dominates, both samples approach the same mobility. This happens, for example, when all dopant densities are reduced together: $G$ grows only logarithmically as screening weakens, while $N_I$ falls in proportion.

## Reading the example

The model has $m=0.3$ electron masses and relative permittivity 12. With impurity scattering alone, the mobilities would be about 33200 and 6640 cm²/(V s), a factor of five apart. With lattice scattering included they are 2304 and 1531 cm²/(V s), so

$$\frac{\mu_B}{\mu_A}=\frac{1531}{2304}\approx0.66 .$$

The loss is 34%, although the impurity-limited mobilities are both well above the lattice-limited one. Adding inverse mobilities, which ignores the energy dependence, would give a loss of only 25%. The rest comes from the different ways in which the two rates vary with energy. At $E=3kT$ the lattice time is 0.393 ps, and the impurity times are 6.63 ps in A and 1.33 ps in B. Adding rates gives total times

$$\tau_A=\frac1{1/0.393+1/6.63}=0.371\ \text{ps},\qquad
\tau_B=\frac1{1/0.393+1/1.33}=0.303\ \text{ps},$$

a reduction of only 18%. At $E=kT$, the lattice time is $0.393\sqrt3\approx0.68$ ps. The impurity time varies as $x^{3/2}/G$. Since $kL=22.9$ at $3kT$, $b$ is about 2100 there and 700 at $kT$, giving $G=6.65$ and 5.55. Thus

$$\tau_{I,A}(kT)=6.63\times3^{-3/2}\times\frac{6.65}{5.55}\approx1.53\ \text{ps},$$

and $\tau_{I,B}$ is one fifth of this, 0.31 ps. The total times are now about 0.47 and 0.21 ps, a reduction of 55%. Slower electrons carry a larger share of the loss than of the mobility: those below $1.5kT$ supply about a third of the mobility of A but about 55% of the loss.

This also shows why one should not simply add inverse mobilities. That estimate gives 2751 and 2067 cm²/(V s), too high by 19% and 35% relative to the energy-resolved values. It replaces each scattering time by its own average and loses the fact that different mechanisms limit electrons of different energies.

The added donors and the acceptors both matter. If the acceptors captured electrons but did not scatter, $N_I$ would be $6\times10^{16}$ cm⁻³ and the mobility 1803 cm²/(V s). The extra donors alone would thus lower it by about 500, and acceptor scattering then lowers it by another 270. The second step is smaller because scattering is already stronger, not because acceptors are weaker: in the Born model, reversing the order gives the same two steps.

The resistivity is $1/(en\mu)$. It rises from about 0.14 to 0.20 ohm cm at unchanged electron density. The numerical output also follows the mobility as $N_A$ is varied at fixed $n$.

## Where the simple picture changes

Equal scattering by the two signs is a Born result. A partial-wave calculation for the same screened potential at $3kT$ gives cross sections for momentum loss of 0.940 times the Born value for a donor and 0.866 times for an acceptor. The impurity-rate ratio then becomes

$$\frac{6(0.940)+4(0.866)}{2(0.940)}=4.84$$

instead of 5. The correction is small at this energy, but it grows for the slower electrons that carry much of the loss: at $kT$ the factors are about 0.85 and 0.69, and the rate ratio is about 4.6. With such cross sections at all energies the mobilities would be roughly 2370 and 1630 cm²/(V s), a ratio near 0.69, so the Born mobilities are values of the model rather than precise predictions. The direction of the effect does not need equal cross sections: for independent scatterers, B contains as many donors as A plus further ions, each with a positive cross section.

Correlated positions can change the conclusion more strongly. Suppose an acceptor sits at displacement $\mathbf d$ from a donor. Their joint amplitude contains $1-e^{-i\mathbf q\cdot\mathbf d}$, whose square is $2-2\cos(\mathbf q\cdot\mathbf d)$. Averaging over the direction of $\mathbf d$ gives

$$2\left(1-\frac{\sin qd}{qd}\right)\approx\frac{(qd)^2}{3}\qquad(qd\ll1).$$

A close pair is a dipole and scatters weakly at small $q$. In the limit where every acceptor is so paired, the unpaired donors number $N_D-N_A=n$ per unit volume, and the impurity scattering of B approaches that of A. It is sufficient for this that $qd$ is small for every deflection. At $3kT$, $k=22.9/(29.3\ \text{nm})=0.78$ nm⁻¹, and the largest $q$ is $2k=1.56$ nm⁻¹, so $d$ well below 0.64 nm is enough at this energy. Wider pairs still scatter through large angles.

The densities here refer to ionized dopants. A hydrogenic estimate gives about 0.03 neutral donors per ionized donor, and their scattering is neglected. Scattering between electrons, short-range forces inside the dopant atoms and multiple scattering by several ions are also left out. The last omission is marginal in B. There the mean ion spacing $N_I^{-1/3}\approx21.5$ nm is shorter than $L$, so about ten ions lie within one screening radius. The random potential they produce has a root-mean-square value $(e^2/4\pi\epsilon)\sqrt{2\pi N_IL}\approx0.6\,kT$, against $0.3\,kT$ in A. Weak-potential screening and independent scattering are therefore only rough approximations for B. Within these limits, a measurement of $n$ determines $N_D-N_A$ but leaves $N_D+N_A$ unknown. At given $n$ and temperature, it is this sum that sets the strength of the impurity scattering.

## Calculated quantities

```
Effective mass: 0.3 electron masses
Relative permittivity: 12
Temperature: 300 K; kT: 25.85 meV
Electron density in A and B: 2.0e+16 cm^-3
Acceptors in B: 4.0e+16 cm^-3
Donors in B: 6.0e+16 cm^-3
Charged scatterers in A: 2.0e+16 cm^-3
Charged scatterers in B: 1.0e+17 cm^-3
Scatterer ratio B/A: 5.00
Screening length in A and B: 29.3 nm
Effective density of states: 4.12e+18 cm^-3
Fermi/Boltzmann screening response: 0.9966
Hydrogenic donor binding energy: 28.3 meV
Neutral/ionized donor ratio estimate: 0.029
Interference test: 60 donors, 40 acceptors
Mean squared sum, random ions: 99.3
Mean squared sum, bound pairs at qd=1: 32.0
Formula for bound pairs at qd=1: 32.7
At E=3kT, k times L: 22.9
At E=3kT, coupling gamma: 0.605
Exact/Born cross section, donor: 0.940
Exact/Born cross section, acceptor: 0.866
Impurity rate ratio B/A with exact signs: 4.84
Lattice time at 3kT: 0.393 ps
Impurity time at 3kT, A: 6.633 ps
Impurity time at 3kT, B: 1.327 ps
Lattice-limited mobility: 3000 cm^2/(V s)
Impurity-limited mobility A: 33211 cm^2/(V s)
Impurity-limited mobility B: 6642 cm^2/(V s)
Total mobility A: 2304 cm^2/(V s)
Total mobility B: 1531 cm^2/(V s)
Mobility ratio B/A: 0.665
Lower bound on ratio: 0.200
Velocity-grid mobility A: 2304 cm^2/(V s)
Velocity-grid mobility B: 1531 cm^2/(V s)
Inverse-sum estimate A: 2751 cm^2/(V s)
Inverse-sum estimate B: 2067 cm^2/(V s)
B if acceptors did not scatter: 1803 cm^2/(V s)
Resistivity A: 0.1355 ohm cm
Resistivity B: 0.2038 ohm cm
Scan at fixed electron density:
  NA 0.0e+00 cm^-3, NI 2.0e+16 cm^-3, mobility 2304 cm^2/(V s)
  NA 1.0e+16 cm^-3, NI 4.0e+16 cm^-3, mobility 2005 cm^2/(V s)
  NA 2.0e+16 cm^-3, NI 6.0e+16 cm^-3, mobility 1803 cm^2/(V s)
  NA 4.0e+16 cm^-3, NI 1.0e+17 cm^-3, mobility 1531 cm^2/(V s)
  NA 8.0e+16 cm^-3, NI 1.8e+17 cm^-3, mobility 1211 cm^2/(V s)
```
